\section*{Resistance of a Metal Contact on a Thin Conducting Layer, part 1}

(Sections cited here and not found follow in the second part.)

\section{The contact as a distributed conductor}

\subsection{Definitions and conventions}

A conducting layer of thickness $t$ lies beneath a metal contact of length $L$ and width $W$. Current runs along $x$. It enters the covered part of the layer at the front edge, $x=0$, and the contact ends at the far edge, $x=L$. The quantities used throughout are as follows.

\begin{itemize}
\item $R_s$ is the sheet resistance of the layer under the metal, in ohm per square. For uniform resistivity $\rho$ it is $\rho/t$.
\item $\rho_c$ is the specific contact resistivity, in $\Omega\,\mathrm{cm^2}$. It is defined by $J=V/\rho_c$, where $J$ is the current density passing from layer to metal.
\item $V(x)$ is the potential of the layer minus that of the metal.
\item $i(x)$ is the current flowing in the layer towards larger $x$, summed over the width, with $i(0)=I$.
\item $R_c=V(0)/I$ is the contact resistance, measured between the layer at the front edge and the metal.
\end{itemize}

Positive current thus flows from layer to metal. Both local laws are linear, so reversing the current reverses $V$ and leaves $R_c$ unchanged.

The model assumes steady flow, a metal at one potential, uniform $R_s$ and $\rho_c$, and a contact that spans the full width of the layer, so that nothing varies across the width. The layer is thin enough for its potential to be nearly constant over its depth. No current leaves the covered region through the far edge. Under these conditions
\begin{equation}
R_c=\frac{\sqrt{\rho_cR_s}}{W}\coth\frac{L}{L_T},\qquad
L_T=\sqrt{\frac{\rho_c}{R_s}} .
\label{eq:main}
\end{equation}
The transfer length $L_T$ has the right unit, since $\Omega\,\mathrm{cm^2}$ divided by $\Omega$ is $\mathrm{cm^2}$.

\subsection{The two local laws}

A slice of layer between $x$ and $x+dx$ has length $dx$ and width $W$, hence resistance $R_s\,dx/W$. The potential falls in the direction of the current, and the metal potential does not vary, so
\begin{equation}
\frac{dV}{dx}=-\frac{R_s}{W}\,i .
\label{eq:ohm}
\end{equation}
The same slice loses the current $J\,W\,dx=(V/\rho_c)W\,dx$ to the metal. Conservation of charge in steady flow gives $i(x)=i(x+dx)+(V/\rho_c)W\,dx$, or
\begin{equation}
\frac{di}{dx}=-\frac{W}{\rho_c}\,V .
\label{eq:cons}
\end{equation}
Differentiating \eqref{eq:ohm} and inserting \eqref{eq:cons}, the two minus signs cancel and so does $W$:
\begin{equation}
\frac{d^2V}{dx^2}=-\frac{R_s}{W}\frac{di}{dx}
=\frac{R_s}{\rho_c}V=\frac{V}{L_T^2}.
\label{eq:ode}
\end{equation}

The length $L_T$ expresses a competition. A large $\rho_c$ makes it costly to cross the interface, so the current spreads over a greater length before crossing. A large $R_s$ makes it costly to travel in the layer, so the current crosses near the front edge.

\subsection{Solution and contact resistance}

It is convenient to measure distance from the far edge with $y=(L-x)/L_T$, and to write
\begin{equation}
u=\frac{L}{L_T},\qquad Z=\frac{\sqrt{\rho_cR_s}}{W}.
\end{equation}
The general solution of \eqref{eq:ode} is $V=A\cosh y+B\sinh y$. Since $dy/dx=-1/L_T$, equation \eqref{eq:ohm} gives
\begin{equation}
i=-\frac{W}{R_s}\frac{dV}{dx}
=\frac{W}{R_sL_T}\,(A\sinh y+B\cosh y)
=\frac{1}{Z}\,(A\sinh y+B\cosh y).
\label{eq:igen}
\end{equation}
The last step uses $R_sL_T=R_s\sqrt{\rho_c/R_s}=\sqrt{\rho_cR_s}=ZW$.

At the far edge $y=0$, and $i(L)=0$ requires $B=0$. At the front edge $y=u$, and $i(0)=I$ requires $A\sinh u=ZI$. Therefore
\begin{equation}
V=IZ\,\frac{\cosh y}{\sinh u},\qquad
i=I\,\frac{\sinh y}{\sinh u}.
\label{eq:profiles}
\end{equation}
Setting $y=u$ in the first of these and dividing by $I$ gives $R_c=Z\coth u$, which is \eqref{eq:main}.

The far-edge condition matters. Suppose that a current $I_L$ continues into the layer beyond the contact. Then \eqref{eq:igen} gives $B=ZI_L$ at $y=0$, and at $y=u$ it gives $A=Z(I-I_L\cosh u)/\sinh u$. The front voltage becomes
\begin{align}
V(0)&=A\cosh u+B\sinh u\nonumber\\
&=\frac{Z}{\sinh u}\left[I\cosh u-I_L(\cosh^2u-\sinh^2u)\right]
=Z\,\frac{I\cosh u-I_L}{\sinh u}.
\label{eq:leak}
\end{align}
A positive $I_L$ lowers $V(0)/I$ below \eqref{eq:main}. The formula therefore does not apply to a contact that the current passes beneath on its way to another one.

\subsection{End resistance}

A voltmeter that draws no current can probe the layer just beyond the far edge. No current flows there, so the layer has the potential $V(L)$. Setting $y=0$ in \eqref{eq:profiles} gives the end resistance
\begin{equation}
R_e=\frac{V(L)}{I}=\frac{Z}{\sinh u},\qquad
\frac{R_c}{R_e}=\cosh u .
\label{eq:end}
\end{equation}
The two resistances of one contact determine both material parameters under the metal. The ratio gives $u=\operatorname{arcosh}(R_c/R_e)$ and hence $L_T=L/u$. The difference of squares gives $Z$:
\begin{equation}
R_c^2-R_e^2=Z^2\,\frac{\cosh^2u-1}{\sinh^2u}=Z^2 .
\end{equation}
Since $ZWL_T=\sqrt{\rho_cR_s}\sqrt{\rho_c/R_s}=\rho_c$ and, by the relation below \eqref{eq:igen}, $ZW/L_T=R_s$,
\begin{equation}
\rho_c=WL_T\sqrt{R_c^2-R_e^2},\qquad
R_s=\frac{W}{L_T}\sqrt{R_c^2-R_e^2}.
\label{eq:inverse}
\end{equation}
This works best for $u$ of order one. For large $u$ the end voltage falls as $e^{-u}$ and becomes hard to measure. For small $u$ the ratio $R_c/R_e$ approaches one, and $u$ is sensitive to small errors in it. The error then falls on $R_s$, while $\rho_c$ stays close to $WLR_c$ and remains well determined: at $u=0.3$ an error of 1\% in either resistance moves $R_s$ by more than 20\% and $\rho_c$ by less than 1\%.

\subsection{Where the current crosses}

The fraction of $I$ that has entered the metal within a distance $s$ of the front edge is $1-i(s)/I$, or
\begin{equation}
F(s)=1-\frac{\sinh(u-s/L_T)}{\sinh u}.
\label{eq:fraction}
\end{equation}
For a long contact the ratio of hyperbolic sines tends to $e^{-s/L_T}$, and the first transfer length then takes $1-1/e$, about 63\%, of the current.

The interface current density is greatest at the front, where $J(0)=IR_c/\rho_c$. Its ratio to the mean density $I/(WL)$ follows from $Z/\rho_c=1/(WL_T)$:
\begin{equation}
\frac{J(0)}{I/(WL)}=\frac{WLR_c}{\rho_c}
=\frac{L}{L_T}\coth u=u\coth u .
\label{eq:crowd}
\end{equation}
This crowding factor tends to one for a short contact and to $u$ for a long one.

\subsection{Short and long contacts}

For small $u$, the series of the hyperbolic functions give
\begin{equation}
\coth u=\frac{1+u^2/2+\dots}{u(1+u^2/6+\dots)}
=\frac1u\left(1+\frac{u^2}{2}-\frac{u^2}{6}+\dots\right)
=\frac1u+\frac u3+O(u^3).
\end{equation}
With $Z/u=ZL_T/L=\rho_c/(WL)$ and $Zu=ZL/L_T=R_sL/W$, this becomes
\begin{equation}
R_c\simeq\frac{\rho_c}{WL}+\frac{R_sL}{3W}\qquad(L\ll L_T).
\label{eq:short}
\end{equation}
The first term is the interface resistance with its whole area in use. The second is the cost of distributing the current. For nearly uniform transfer $i=I(1-x/L)$, and the power lost in the layer is $(R_s/W)\int_0^Li^2dx=I^2R_sL/(3W)$, which is the origin of the factor one third.

For large $u$, writing the hyperbolic functions as exponentials gives
\begin{equation}
\coth u-1=\frac{2}{e^{2u}-1},
\label{eq:long}
\end{equation}
so $R_c$ tends to $Z$, which does not depend on $L$. The length needed to bring $R_c$ within a fraction $\epsilon$ of that limit, at fixed $\rho_c$, $R_s$ and $W$, follows by solving \eqref{eq:long} for $u$:
\begin{equation}
L=\frac{L_T}{2}\ln\left(1+\frac2\epsilon\right).
\label{eq:design}
\end{equation}
For $\epsilon=0.05$ this is $1.86\,L_T$. Within this model, further length can lower $R_c$ by less than 5\%.

\subsection{Power and sensitivity}

The power lost per unit length is $WV^2/\rho_c$ at the interface and $R_si^2/W$ in the layer. By \eqref{eq:cons} and \eqref{eq:ohm} these equal $-V\,di/dx$ and $-i\,dV/dx$. Their sum is $-d(Vi)/dx$, which integrates to $V(0)I=I^2R_c$ because $i(L)=0$. All the power is accounted for.

The interface share $p$ follows from \eqref{eq:profiles}, with $dx=-L_T\,dy$ and the limits exchanged:
\begin{align}
p&=\frac{1}{I^2Z\coth u}\,\frac{W}{\rho_c}\,
\frac{I^2Z^2L_T}{\sinh^2u}\int_0^u\cosh^2y\,dy\nonumber\\
&=\frac{ZWL_T}{\rho_c}\;
\frac{u/2+\sinh(2u)/4}{\sinh u\cosh u}
=\frac12+\frac{u}{\sinh2u}.
\label{eq:share}
\end{align}
Here $ZWL_T/\rho_c=1$ and $\sinh u\cosh u=\tfrac12\sinh2u$.

The same number measures sensitivity. At fixed $L$ and $W$, $u\propto\rho_c^{-1/2}$, so $\partial u/\partial\ln\rho_c=-u/2$. Also $d\ln\coth u/du=\tanh u-\coth u=-2/\sinh2u$. Hence
\begin{equation}
\frac{\partial\ln R_c}{\partial\ln\rho_c}
=\frac12+\frac{u}{\sinh2u}=p,\qquad
\frac{\partial\ln R_c}{\partial\ln R_s}
=\frac12-\frac{u}{\sinh2u}=1-p .
\label{eq:sens}
\end{equation}
The second result follows in the same way with $\partial u/\partial\ln R_s=+u/2$. A short contact has $p\to1$ and responds mainly to the interface. A long contact has $p\to\tfrac12$ and responds equally to both parameters.

\subsection{A doped strontium titanate film}

The example is a donor-doped SrTiO$_3$ film near room temperature, with rough typical values: electron density $n=10^{20}\,\mathrm{cm^{-3}}$, mobility $\mu=6\,\mathrm{cm^2/Vs}$ and $t=50$~nm. The contact has $\rho_c=2\times10^{-5}\,\Omega\,\mathrm{cm^2}$, $L=1\,\mu$m and $W=50\,\mu$m. With $q$ the elementary charge,
\begin{align}
\rho&=\frac{1}{qn\mu}=1.040\times10^{-2}\,\Omega\,\mathrm{cm},
&R_s&=\frac{1.040\times10^{-2}}{5\times10^{-6}}
=2080\,\Omega/\mathrm{sq},\\
L_T&=\sqrt{\frac{2\times10^{-5}}{2080}}\,\mathrm{cm}
=0.98\,\mu\mathrm m,
&u&=\frac{1}{0.9805}=1.020 .
\end{align}
The long-contact limit is $Z=40.8\,\Omega$ and $\coth u=1.299$, so $R_c=40.8\times1.299=53.0\,\Omega$. Multiplied by the width, this is $2.65\,\Omega\,$mm.

As a test, the contact was divided into 2000 slices, each with its own layer and interface resistors, and the node equations were solved. The result agrees with \eqref{eq:main} at $52.9945\,\Omega$. The effect of length, with all else fixed, is
\begin{center}
\begin{tabular}{ccc}
$L$ ($\mu$m) & $R_c$ ($\Omega$) & $\rho_c/(WL)$ ($\Omega$)\\
0.25 & 163.5 & 160.0\\
0.5 & 86.8 & 80.0\\
1 & 53.0 & 40.0\\
2 & 42.2 & 20.0\\
5 & 40.8 & 8.0
\end{tabular}
\end{center}
Dividing $\rho_c$ by the whole area is 2\% too low at $0.25\,\mu$m and a factor of five too low at $5\,\mu$m. At $1\,\mu$m the short-contact form \eqref{eq:short} gives $40.0+13.9=53.9\,\Omega$, which is 1.7\% too high.

At the chosen length, 56\% of the current enters through the front half of the contact. The crowding factor is $1.020\times1.299=1.32$. The interface share is $p=0.77$, so a 10\% rise in $\rho_c$ raises $R_c$ by about 7.7\%, and the same relative rise in $R_s$ raises it by about 2.3\%. The end resistance is $33.8\,\Omega$, and $\sqrt{53.0^2-33.8^2}=40.8\,\Omega$ recovers $Z$.

\section{Extraction and corrections}

\subsection{Symbols and results carried over}

The layer under the metal has sheet resistance $R_s$ and thickness $t$, and the interface has specific resistivity $\rho_c$. The contact has length $L$ and width $W$. The layer potential relative to the metal is $V(x)$, and $i(x)$ is the layer current, with $i(0)=I$ at the front and $i(L)=0$ at the far edge. With $L_T=\sqrt{\rho_c/R_s}$, $u=L/L_T$ and $Z=\sqrt{\rho_cR_s}/W$, the first half gives
\begin{equation}
R_c=Z\coth u,\qquad i=I\,\frac{\sinh[(L-x)/L_T]}{\sinh u},
\qquad p=\frac12+\frac{u}{\sinh2u}.
\label{eq:recall}
\end{equation}
Here $p$ is the interface share of the power. Small relative changes of $\rho_c$ and $R_s$ change $R_c$ by $p$ and $1-p$ times as much. The SrTiO$_3$ example has $R_s=2080\,\Omega/\mathrm{sq}$, $\rho_c=2\times10^{-5}\,\Omega\,\mathrm{cm^2}$, $L=1\,\mu$m, $W=50\,\mu$m, $L_T=0.98\,\mu$m, $R_c=53.0\,\Omega$ and $p=0.77$.

\subsection{Extraction from pairs of contacts}

Two equal contacts face each other across a gap $d$ of uncovered layer with sheet resistance $R_s^{\mathrm o}$. The current crosses one contact, the gap and the other contact in series. In the second contact its direction is reversed, which does not alter the resistance of a linear contact. The resistance between the metals is
\begin{equation}
R(d)=2R_c+\frac{R_s^{\mathrm o}}{W}\,d .
\label{eq:tlm}
\end{equation}
A straight line through data at several gaps has slope $R_s^{\mathrm o}/W$ and intercept $2R_c$. Half the intercept divided by the slope is a length,
\begin{equation}
L_x=\frac{R_cW}{R_s^{\mathrm o}} .
\label{eq:lx}
\end{equation}
If the metal has left the layer unchanged, $R_s^{\mathrm o}=R_s$. Then $ZW/R_s=L_T$ gives
\begin{equation}
L_x=L_T\coth\frac{L}{L_T}.
\label{eq:root}
\end{equation}
This length exceeds $L_T$, and approaches it when the contact is long.

Equation \eqref{eq:root} has one root. Let $f(y)=y\coth(L/y)$. Its derivative is
\begin{equation}
f'(y)=\coth\frac Ly+\frac Ly\,\frac{1}{\sinh^2(L/y)}>0,
\end{equation}
and $f$ rises from zero as $y\to0$ to infinity as $y\to\infty$, where it behaves as $y^2/L$. A bracket for a numerical root search follows from two inequalities. Because $\coth>1$, the root lies below $L_x$. Because $e^{2z}-1\ge2z$ for $z>0$, $\coth z=1+2/(e^{2z}-1)\le1+1/z$, so that $L_x\le L_T+L_T^2/L$. Solving this quadratic inequality for the positive $L_T$ gives
\begin{equation}
\frac{-L+\sqrt{L^2+4LL_x}}{2}\;\le\;L_T\;<\;L_x .
\label{eq:bracket}
\end{equation}
After the root is found, $\rho_c=L_T^2R_s$.

In the example, resistor networks of the complete two-contact device give $189.209\,\Omega$ at $d=2\,\mu$m and $938.190\,\Omega$ at $20\,\mu$m. The slope is $748.981/18=41.61\,\Omega/\mu$m, which times $50\,\mu$m returns $2080\,\Omega/\mathrm{sq}$. The intercept is $189.2-2\times41.61=106.0\,\Omega$, and $L_x=106.0/(2\times41.61)=1.274\,\mu$m. The bracket is $0.73$ to $1.27\,\mu$m, and the root $0.98\,\mu$m returns $\rho_c=2.00\times10^{-5}\,\Omega\,\mathrm{cm^2}$. Taking $L_x$ itself for $L_T$ would give $3.4\times10^{-5}\,\Omega\,\mathrm{cm^2}$, too large by the factor $\coth^2u=1.69$.

Measurement errors propagate through the sensitivities. To first order, $\delta\ln R_c=p\,\delta\ln\rho_c+(1-p)\,\delta\ln R_s$, and therefore
\begin{equation}
\delta\ln\rho_c=\frac{\delta\ln R_c-(1-p)\,\delta\ln R_s}{p}.
\label{eq:error}
\end{equation}
With $R_s$ held fixed, an error of 1\% in $R_c$ becomes 1.3\% in $\rho_c$ here, and 2\% for a long contact. The errors of $R_c$ and $R_s$ from one fitted line are correlated, and their covariance must be kept when \eqref{eq:error} is used.

The ideal model has given the contact resistance, the end resistance and a way to extract $\rho_c$ from pairs of contacts, with its error propagation. What remains is to size the departures from that model, namely resistance of the metal, finite layer thickness, a changed layer under the metal, a nonlinear interface and temperature, and to compare with real films.

Numerical values quoted here were computed with a short program.
